Localized and Nearly Orthogonal LMTO Sets Span the Same Space

Take one crystal, with one potential in its atomic spheres, and write down the matrix elements by which an electron hops between s and p orbitals on neighbouring atoms. For the fcc model worked out below, one set of linear muffin-tin orbitals (LMTOs) gives hopping blocks of size 0.087, 0.0082 and 0.0003 Ry for the first three shells of neighbours. Another set gives 0.42, 0.045 and 0.023 Ry. The first looks like a short-ranged tight-binding model, the second does not.

It is natural to conclude that the two sets are different approximations: the short-ranged one has given up the distant hoppings, and with them some accuracy. The belief has real support. The numbers in the two tables differ at every distance, and if each table is diagonalized as it stands, the energies differ too. Yet the orbitals of the two sets span the same space. What differs is how much of the Hamiltonian each table contains.

**One space, many envelopes**

The setting is the atomic-spheres approximation (ASA). Spheres of radius w fill the volume of the crystal, their overlap is ignored, the potential inside each is spherical, and the tails of the orbitals have zero kinetic energy. Units are Rydberg units, so the Hamiltonian is Ĥ = −∇² + v. The potential, the linearization energy Eν and the list of angular momenta are held fixed throughout.

The tails are built from two solutions of Laplace's equation, with L = (l,m):

K_L = (r/w)^(−l−1) Y_L
J_L = (r/w)^l Y_L / [2(2l+1)]

K decays away from its own site. Around any other site it is regular, and can be expanded in the functions J there. The coefficients, with a minus sign by convention, are the structure constants S. After a Bloch sum at wave vector k, S is a Hermitian matrix in L, and the set of envelopes inside a sphere is the row

K − J S.

Components of the tails beyond the chosen l are dropped, in every set alike.

Screening mixes some K into J:

J^α = J − αK,

where α is a diagonal matrix of constants, one for each l. We want envelopes of the same form, K − J^α S^α. Inserting J^α gives

K − J^α S^α = K(1 + αS^α) − J S^α.

The bare envelopes multiplied from the right by A = 1 + αS^α are K A − J S A. The two agree if S A = S^α, that is, if S + SαS^α = S^α. Solving,

S^α = (1 − Sα)⁻¹ S = S(1 − αS)⁻¹,

where the last form follows from S(1 − αS) = (1 − Sα)S. Then

A = 1 + αS(1 − αS)⁻¹ = (1 − αS)⁻¹.

So screened envelopes are linear combinations of bare ones, and A has the inverse 1 − αS. The condition is that S is finite and 1 − αS is not singular. The point k = 0 is excluded: there the Bloch sum of the bare s envelopes diverges as 1/k², and A tends to a singular matrix, while S^α stays finite, as long as the s constant of α is not zero. Physically, each orbital has been surrounded by compensating multipoles on its neighbours, which for a suitable choice of α, such as the localized set used below, shorten its tail. Nothing has been cut off.

**Augmentation does not spoil this**

Inside a sphere the envelope must be replaced by something that knows the potential. Let φ be the normalized radial solution at Eν, times Y_L, and φ̇ its energy derivative. Differentiating (Ĥ − E)φ(E) = 0 gives

(Ĥ − Eν)φ = 0,  (Ĥ − Eν)φ̇ = φ,

and differentiating the normalization gives ⟨φ|φ̇⟩ = 0.

Each of K and J is replaced by the combination of φ and φ̇ that has its value and slope at r = w. Two conditions fix two coefficients provided that the Wronskian

W{f,g} = r²(f g′ − f′ g) at r = w

does not vanish for φ and φ̇. To find it, put u = rφ and v̇ = rφ̇, as radial functions. With U the potential plus centrifugal term,

−u″ + (U − Eν)u = 0,  −v̇″ + (U − Eν)v̇ = u.

Multiply the second by u, the first by v̇, and subtract: −(u v̇′ − u′v̇)′ = u². Integration from 0 to w gives −W{φ,φ̇} = 1, because φ is normalized. Hence W{φ,φ̇} = −1, and the replacement is always possible.

It is also linear. If K becomes K̃ and J becomes J̃, then J − αK becomes J̃ − αK̃. The augmented orbitals therefore obey the same relation as their envelopes:

K̃ − J̃^α S^α = (K̃ − J̃ S)(1 − αS)⁻¹.

This settles the question of the space. An invertible matrix T that relates two bases turns the Hamiltonian and overlap matrices into T†ĤT and T†OT. The generalized eigenvalue problem keeps its energies, and its eigenvectors describe the same wave functions.

**Where the tight-binding matrix comes from**

The solution at energy E inside a sphere joins smoothly to a combination of K and J:

N φ(E) = K − P(E) J at r = w.

With D = wφ′/φ and x = P/[2(2l+1)], the ratio of slope to value gives D(1 − x) = −(l+1) − l x. Therefore

P = 2(2l+1)(D + l + 1)/(D − l).

A superposition (K − JS)u of envelopes continues a solution in every sphere if it equals (K − JP)u, which requires

[P(E) − S]u = 0.

This is the tail-cancellation condition. Its energies involve no linearization, and serve below as the reference.

Writing J = J^α + αK gives K − PJ = (1 − αP)K − PJ^α. After division by 1 − αP, which must not vanish at Eν,

N^α φ = K − P^α J^α,  P^α = P/(1 − αP),  N^α = N/(1 − αP).

From here N and P carry the label α silently. Differentiate with respect to E at Eν. K and J^α do not depend on energy, so

Nφ̇ + Ṅφ = −Ṗ J^α at r = w.

The augmented J^α is thus −(N/Ṗ)(φ̇ + oφ), with o = Ṅ/N. The augmented K is Nφ plus P times the augmented J^α. The orbital becomes

Nφ + (φ̇ + oφ)(N/Ṗ)(S^α − P).

N follows from a Wronskian evaluated in two ways. On one side, W{Nφ, Nφ̇ + Ṅφ} = −N². On the other, it is W{K − PJ^α, −ṖJ^α} = −Ṗ W{K,J}, and at r = w

W{K,J} = w²[l/w + (l+1)/w]/[2(2l+1)] = w/2.

So N² = wṖ/2. Then Ṗ is positive, and taking half the logarithmic derivative gives o = P̈/(2Ṗ). Finally divide each orbital by its own N, which does not alter the span. Since N/Ṗ = (w/2)^½ Ṗ^(−½) and 1/N = (2/w)^½ Ṗ^(−½), the constants cancel:

χ^α = φ(1 + oh) + φ̇h,
h = Ṗ^(−½)(S^α − P)Ṗ^(−½).

The matrix h is Hermitian and has the range of S^α. It is the table of hoppings, measured from Eν, and it is short-ranged when α is chosen to make S^α short-ranged. The diagonal matrix o says how much φ is mixed into the tails.

**The nearly orthogonal set**

From N^α = N/(1 − αP) with the bare N and P,

o^α = o⁰ + αṖ/(1 − αP).

This vanishes for α = γ = o⁰/(o⁰P − Ṗ), if the denominator is not zero. In the γ set,

χ^γ = φ + φ̇H,

where H is the matrix h of that set. Now multiply the general χ^α from the right by (1 + oh)⁻¹, assuming that this inverse exists. (It can fail: in the model below with Eν raised to 1.2 Ry, γ for s turns slightly negative, and the inverse does not exist on a surface near k = 0.) The result is φ + φ̇ h(1 + oh)⁻¹. It lies in the same space, and its φ part is the unit matrix. Only one basis of the space has that property, since any matrix relating two such bases must be 1. Hence

H = h(1 + oh)⁻¹.

If h is taken from a localized set, the longer-ranged H is the short-ranged h passed through a matrix inverse, which connects distant atoms by chains of short hops.

With p the diagonal matrix ⟨φ̇|φ̇⟩, the matrices of the general set follow from the action of Ĥ − Eν on φ and φ̇:

⟨χ|Ĥ − Eν|χ⟩ = (1 + ho)h = h + hoh
⟨χ|χ⟩ = (1 + ho)(1 + oh) + hph.

In the γ set these are H and 1 + HpH. The set is therefore not orthogonal, only nearly so for states close to Eν. A strictly orthonormal set needs the further factor (1 + HpH)^(−½). That factor is invertible, so the space is again unchanged.

If p is dropped, H alone is diagonalized. For an eigenvector u of H with eigenvalue e, the energy estimate that includes p is

e/(1 + e² u†pu) ≈ e − e³ u†pu,

so dropping p costs an error of third order in e. The full problem does better: φ + eφ̇ differs from the true φ(E) at second order, and a variational energy then errs at fourth order.

**A crystal where the answer can be seen**

Let the potential be flat and equal to zero, on an fcc lattice with w = 3 bohr and Eν = 0.25 Ry, and keep s and p orbitals. The radial functions are normalized spherical Bessel functions j_l(√E r). The Bloch sums of S are computed by Ewald's method, and the energy derivatives by finite differences. The localized set uses the standard screening constants for an sp basis, 0.28723 for s and 0.02582 for p. They are taken as given, not optimized here. The condition o = 0 gives γ = 0.4006 and 0.1126.

The values of o for s and p, in 1/Ry, are

bare (α = 0): −3.95, −3.99
localized: −1.05, −1.70.

Consider the lowest band at k = t(1, ½, ¼)2π/a, where a = 7.677 bohr. Energies in Ry:

t = 0.25 | 0.50 | 0.70
tail cancellation: 0.05500 | 0.22506 | 0.46633
full bare set: 0.05512 | 0.22506 | 0.46643
full localized set: 0.05512 | 0.22506 | 0.46643
full γ set: 0.05512 | 0.22506 | 0.46643
h alone, localized: −0.00072 | 0.22426 | 0.41670
h alone, bare: −0.62865 | 0.22233 | 0.36684

The three full calculations agree to every digit shown. At t = 0.25 their common energy is 0.750 eV, and it lies 0.0001 Ry above the tail-cancellation result: that is the cost of linearization, shared by all sets. The last two rows disagree with the full result and with each other.

The free-electron energies at these points are 0.0550, 0.2198 and 0.4308 Ry. The excess of the tail-cancellation energies, up to 0.035 Ry, measures what the ASA with s and p orbitals leaves out. Most of it is due to the missing d waves: at t = 0.70 the excess becomes −0.001 Ry when d is included and −0.005 Ry with l up to 4. No choice of the s and p screening constants recovers it. Screening a channel outside the basis is a different matter, because it changes what is dropped: screening d with α_d = 1/P_d(Eν) = −0.00715 and then keeping the sp block reduces the excess at t = 0.70 to 0.015 Ry.

The first column can be followed by hand. Diagonalizing H gives 0.05351 Ry, so e = 0.05351 − 0.25 = −0.19649 Ry. The relation H = h(1 + oh)⁻¹ is the same as H⁻¹ = h⁻¹ + o. If the state were purely s, the eigenvalue of h would be e/(1 − oe). For the localized set this is

−0.1965/(1 − 1.0455 × 0.1965) = −0.247 Ry,

or 0.003 Ry after adding Eν, near the tabulated −0.001 Ry. For the bare set,

−0.1965/(1 − 3.947 × 0.1965) = −0.876 Ry,

or −0.626 Ry, near the tabulated −0.629 Ry. The small remainders reflect the admixture of p, for which o differs. The absurd bare energy is thus no defect of the bare orbitals. It comes from reading h as if it were H.

The role of p can be followed too. In the γ set the lowest eigenvector of H has overlap 1.00827 instead of 1. With e kept to six decimals, its energy estimate is −0.196486/1.00827 = −0.19487 Ry from Eν, or 0.05513 Ry. Letting the vector readjust in the full problem gives 0.05512 Ry. At the same k the largest eigenvalue of the γ overlap matrix is 1.46, so for high bands of this wide-band model "nearly orthogonal" is a poor description.

**What truncation does**

Expanding the inverse gives

H = h − hoh + hohoh − …

The series converges if every eigenvalue of oh is smaller than 1 in magnitude. At t = 0.25 the largest magnitude is 0.84 in the localized set and 3.47 in the bare set. The localized partial sums, taken to 1, 2, 3, 4 and 6 terms, have lowest energies

−0.0007, 0.0677, 0.0494, 0.0545, 0.0535 Ry,

and approach the 0.0535 Ry of H. At this k the bare series diverges, although the full bare calculation is as good as the others; at t = 0.50 and 0.70 the largest magnitude in the bare set is about 0.9, and the series converges. A short series is therefore an approximation whose quality depends on α. That is the true content of the belief: choosing the localized set does not change the answer, but it makes truncation affordable.

How good is the truncation near Eν? Let λ be an isolated eigenvalue of h close to zero, with the other eigenvalues, collected in a diagonal matrix Λ, away from zero. Let O₀₀, O₀Q, O_Q0 and O_QQ be the blocks of o in the basis of eigenvectors of h, with 0 for the chosen state and Q for the rest. In H⁻¹ = h⁻¹ + o the element 1/λ dominates, and coupling to the rest changes it only at order λ. So

1/e = 1/λ + O₀₀ + (terms of order λ),
e = λ − λ²O₀₀ + (terms of order λ³).

Using h alone misses the term in λ².

One might expect h − hoh to leave an error of order λ³. Its diagonal element is indeed λ − λ²O₀₀. But it also couples the state to the others, through −λΛO_Q0, and the block of the others is

Λ − ΛO_QQΛ = Λ(Λ⁻¹ − O_QQ)Λ.

Eliminating the others, with this block invertible, shifts the eigenvalue by minus the coupling times the inverse block times the coupling. The factors Λ cancel, leaving at leading order

−λ² O₀Q(Λ⁻¹ − O_QQ)⁻¹O_Q0.

In the complete series, where it converges, the later terms cancel this shift. In h − hoh it remains, so the error is in general still of second order. The coefficient vanishes if o fails to couple the state to the rest, which happens if o has the same value for all orbitals, or if symmetry makes the state purely s or purely p. For the lowest band with negative o, the matrix Λ⁻¹ − O_QQ is positive definite, and this is the only way. For a state with other levels both above and below it, the matrix need not be definite, and this argument does not exclude a cancellation between their contributions.

At t = 0.50, with Eν moved to within 0.0003 Ry of the band, the localized set has O₀₀ = −1.304 per Ry. The error of h is then −1.304 λ², with λ in Ry, and that of h − hoh is −0.026 λ². The second term removes most of the error without raising its order.

Truncation can also be seen as a change of space. Suppose one keeps the localized h but sets o to zero in the orbitals, which leaves φ + φ̇h. By the uniqueness argument above, this spans the original space only if h = H. At t = 0.25 the largest angle between the two spaces is 28°.

**What the short range buys**

Transforming h and H back to real space on an 8 × 8 × 8 mesh of k-points gives the hoppings of the opening paragraph. The size of a block is the square root of the sum of its squared elements. In Ry, for the first four shells:

localized h: 0.0873, 0.0082, 0.0003, 0.0004
γ set, H: 0.422, 0.045, 0.023, 0.063.

The decay is not monotonic in either set, but the localized hoppings beyond the second shell are tiny. On this mesh the smallest singular value of 1 + oh is 0.155, so the transformation between the two sets is well defined at each of its points.

Now cut both tables after the second shell, keeping 18 neighbours. From the cut h, form h(1 + oh)⁻¹; the cut H is used directly. Relative to the lowest eigenvalue of the uncut H, the errors in Ry at t = 0.25, 0.50 and 0.70 are

cut h: −0.0007, −0.00004, 0.0009
cut H: 0.155, −0.003, −0.084.

A cut in real space is thus another way to change the results, besides shortening the series. So are dropping p, moving Eν and removing orbitals from the basis. Each of these discards or alters something in the calculation. A change of screening among the angular momenta of the basis, with everything else kept and 1 − αS not singular, rearranges the same orbitals. Screening a channel that is then dropped does change them: with α_d = 0.0107 and the sp basis, the full energy at t = 0.70 rises by about 0.03 Ry. The short-ranged set is valuable because the same cut costs it so much less.
